# Why j+1/2 Replaces j in Semiclassical Angular-Momentum Formulas

**Q.** When I draw the vector model, I need a length for each arrow. The quantum number is $j$, yet I have met semiclassical formulas that use $j+\tfrac12$ in its place. What is wrong with $j$?

**A.** Start from what quantum mechanics fixes. I measure angular momentum in units of $\hbar$, so the lengths below are pure numbers. The operator $\mathbf J^2$ has the eigenvalue $j(j+1)$, and the length of the arrow, taken as the square root of that eigenvalue, is

$$\kappa=\sqrt{j(j+1)} .$$

Let $\lambda=j+\tfrac12$ and complete the square:

$$j(j+1)=j^2+j+\tfrac14-\tfrac14=\lambda^2-\tfrac14 .$$

For large $\lambda$, use $\sqrt{1-\epsilon}=1-\epsilon/2+O(\epsilon^2)$ with $\epsilon=1/(4\lambda^2)$:

$$\kappa=\lambda\sqrt{1-\frac1{4\lambda^2}}=\lambda-\frac1{8\lambda}+O(\lambda^{-3}).$$

The length $\lambda$ is too long by about $1/(8\lambda)$, which is a relative error of order $\lambda^{-2}$. The length $j=\lambda-\tfrac12$ is too short by nearly $\tfrac12$, a relative error of order $\lambda^{-1}$. That is the first-order error.

For a general constant shift $a$,

$$(j+a)-\kappa=\left(a-\tfrac12\right)+\frac1{8\lambda}+O(\lambda^{-3}),$$

so $a=\tfrac12$ is the one constant that removes it. For $j=10$ the three lengths are $j=10$, $\kappa=10.4881$ and $\lambda=10.5$. The excess $\lambda-\kappa$ is $0.0119$, as $1/(8\lambda)$ predicts.

**Q.** Does half a unit matter in something I would calculate, such as the angle between two coupled angular momenta?

**A.** It does. Let $\mathbf j_1$ and $\mathbf j_2$ couple to a total $\mathbf J$. Squaring $\mathbf J=\mathbf j_1+\mathbf j_2$ gives $\mathbf J^2=\mathbf j_1^2+\mathbf j_2^2+2\,\mathbf j_1\!\cdot\mathbf j_2$, because the two operators commute with each other. Define the angle $\gamma$ by dividing the eigenvalue of the scalar product by the two lengths:

$$\cos\gamma=\frac{N}{2\kappa_1\kappa_2},\qquad N=J(J+1)-j_1(j_1+1)-j_2(j_2+1).$$

Now replace each length by its half-shifted value, with $\Lambda=J+\tfrac12$. Since each $\lambda^2$ exceeds its eigenvalue by $\tfrac14$, the numerator becomes

$$\Lambda^2-\lambda_1^2-\lambda_2^2=N+\tfrac14-\tfrac14-\tfrac14=N-\tfrac14 .$$

In the denominator, $\kappa_i/\lambda_i=1-1/(8\lambda_i^2)+\dots$. Writing $N=2\kappa_1\kappa_2\cos\gamma$, we get

$$\frac{N-\frac14}{2\lambda_1\lambda_2}
=\cos\gamma-\frac{\cos\gamma}{8}\left(\frac1{\lambda_1^2}+\frac1{\lambda_2^2}\right)-\frac1{8\lambda_1\lambda_2}+\dots$$

If all three quantum numbers grow together, every correction to the cosine is of second order. The error in the angle is this divided by $\sin\gamma$, so it is larger for nearly collinear arrows: in the stretched state $J=j_1+j_2$ it falls only as $\lambda^{-3/2}$.

For bare lengths, take $j_1=2n$, $j_2=3n$, $J=4n$. The bare triangle gives $(16-4-9)/(2\cdot2\cdot3)=\tfrac14$ for every $n$. The quantum numerator is

$$N=(16n^2+4n)-(4n^2+2n)-(9n^2+3n)=3n^2-n,$$

and the denominator is

$$2\sqrt{2n(2n+1)\,3n(3n+1)}=12n^2\sqrt{\left(1+\frac1{2n}\right)\left(1+\frac1{3n}\right)}
=12n^2\left(1+\frac5{12n}+\dots\right).$$

Therefore

$$\cos\gamma=\frac14\left(1-\frac1{3n}-\frac5{12n}\right)+O(n^{-2})=\frac14-\frac3{16n}+O(n^{-2}).$$

The bare formula misses the term $-3/(16n)$. At $n=1$, with $j_1=2$, $j_2=3$, $J=4$, the numbers are:

- Quantum: $N=20-6-12=2$, so $\cos\gamma=2/(2\sqrt{6\cdot12})=0.1179$ and $\gamma=83.2^\circ$.
- Bare: $\cos\gamma=0.25$ and $\gamma=75.5^\circ$.
- Half-shifted: $(20.25-6.25-12.25)/(2\cdot2.5\cdot3.5)=0.1$ and $\gamma=84.3^\circ$.

The first-order error can cancel for special triples. If $j_1=j_2=J$, both the quantum expression and the bare triangle give $-\tfrac12$.

**Q.** But you had the quantum lengths $\kappa$ all along, and they make no error here. Why not use $\sqrt{j(j+1)}$ everywhere?

**A.** For a length or a scalar product, you should. The identity $j(j+1)=\lambda^2-\tfrac14$ shows that $\lambda$ is a good length. It doesn't show that $\lambda$ is better than $\kappa$, which is also free of the first-order error. A preference for $\lambda$ needs a second reason, and one appears when the angular momentum serves as the wave number of a wave on the sphere with zero projection on the polar axis.

**Q.** Show me that on the simplest wave.

**A.** Take orbital angular momentum $l$ with zero projection on the polar axis. The angular function is the Legendre polynomial $P_l(\cos\theta)$, normalized to $1$ at the pole $\theta=0$. From here on $\lambda=l+\tfrac12$, $\kappa=\sqrt{l(l+1)}$, and a prime means $d/d\theta$. The eigenvalue equation of $\mathbf L^2$ is

$$P''+\cot\theta\,P'+l(l+1)P=0 .$$

The first-derivative term hides the local wave number, so we remove it by writing $P=u/\sqrt{\sin\theta}$. Since $(\sin\theta)^{-1/2}$ has the derivative $-\tfrac12\cot\theta\,(\sin\theta)^{-1/2}$,

$$\sqrt{\sin\theta}\,P'=u'-\tfrac12\cot\theta\,u .$$

Differentiating again, with $(\cot\theta)'=-1/\sin^2\theta$,

$$\sqrt{\sin\theta}\,P''=u''-\cot\theta\,u'+\left(\frac1{2\sin^2\theta}+\frac{\cot^2\theta}4\right)u .$$

On insertion the terms in $u'$ cancel. The terms in $\cot^2\theta$ add up to $\tfrac14-\tfrac12=-\tfrac14$, and $\cot^2\theta=1/\sin^2\theta-1$. This leaves

$$u''+\left[l(l+1)+\frac14+\frac1{4\sin^2\theta}\right]u=0 .$$

The constant part of the bracket is $l(l+1)+\tfrac14=\lambda^2$. The $-\tfrac14$ in the identity has not been neglected; a $+\tfrac14$ from the geometry of the sphere has cancelled it. For $l=5$, the constant extracted numerically from $u''/u$ is $30.25=5.5^2$, not $l(l+1)=30$.

**Q.** Why call that $\tfrac14$ geometry? And where does the Bessel function $J_0$ enter?

**A.** Both answers come from comparing the sphere with a flat disk. A circle at angular distance $\theta$ from the pole of a unit sphere has circumference $2\pi\sin\theta$. On a plane it would be $2\pi\theta$. The flat, circularly symmetric wave $f=J_0(k\theta)$ obeys $f''+f'/\theta+k^2f=0$. Put $f=v/\sqrt\theta$:

$$\sqrt\theta\,f'=v'-\frac{v}{2\theta},\qquad
\sqrt\theta\,f''=v''-\frac{v'}\theta+\frac{3v}{4\theta^2}.$$

Adding the pieces, with $\tfrac34-\tfrac12=\tfrac14$, gives

$$v''+\left[k^2+\frac1{4\theta^2}\right]v=0 .$$

The plane produces the term $1/(4\theta^2)$ but no extra constant. The sphere produces $1/(4\sin^2\theta)$ and the constant $\tfrac14$. The choice $k=\lambda$ matches the constants, and the two equations then differ by

$$q(\theta)=\frac14\left(\frac1{\sin^2\theta}-\frac1{\theta^2}\right)=\frac1{12}+\frac{\theta^2}{60}+\dots,$$

where I used $1/\sin^2\theta=1/\theta^2+\tfrac13+\theta^2/15+\dots$. This difference is finite at the pole and does not grow with $l$, while $\lambda^2$ does. Note that $q$ has a constant part of its own, so near the pole the full offset from the flat disk is $\tfrac14+\tfrac1{12}=\tfrac13$ above $l(l+1)$; $\lambda^2$ takes up most of it, not all.

**Q.** A small term in an equation can still build up over many oscillations. How do you know it stays harmless?

**A.** Write $P_l=\sqrt{\theta/\sin\theta}\;w$, so that $w=u/\sqrt\theta$ and $w(0)=1$. Then

$$w''+\frac{w'}\theta+\lambda^2w=-q\,w .$$

Treat the right side as a source. Variation of constants, with $Y_0$ the second Bessel solution, gives

$$w(\theta)=J_0(\lambda\theta)-\int_0^\theta K(\theta,s)\,q(s)\,w(s)\,ds,$$

$$K=\frac{\pi s}2\left[J_0(\lambda s)Y_0(\lambda\theta)-Y_0(\lambda s)J_0(\lambda\theta)\right].$$

The prefactor follows from the Wronskian $J_0Y_0'-J_0'Y_0=2/(\pi x)$ (prime here meaning $d/dx$), which makes $\partial K/\partial\theta=1$ at $\theta=s$.

Both $\sqrt x\,|J_0(x)|$ and $\sqrt x\,|Y_0(x)|$ stay below some constant $C$ for all $x>0$. Hence $|K|\le(\pi C^2/\lambda)\sqrt{s/\theta}$. Restrict $\theta$ to $0<\theta\le\theta_{\max}<\pi$, let $M$ be the largest value of $\sqrt{\lambda\theta}\,|w|$ there, and let $Q=\int_0^{\theta_{\max}}q\,ds$. Then

$$\sqrt{\lambda\theta}\,\bigl|w-J_0(\lambda\theta)\bigr|\le\frac{\pi C^2Q}{\lambda}M,\qquad M\le C+\frac{\pi C^2Q}{\lambda}M .$$

The second inequality keeps $M$ bounded for large $\lambda$. The accumulated error is thus $O(1/\lambda)$ relative to the envelope $(\lambda\theta)^{-1/2}$, and

$$P_l(\cos\theta)\approx\sqrt{\frac{\theta}{\sin\theta}}\;J_0(\lambda\theta).$$

**Q.** I have seen this with no square root, simply $P_l(\cos\theta)\approx J_0((l+\tfrac12)\theta)$. Is that wrong?

**A.** It is a statement about the neighbourhood of the pole. Hold $x=\lambda\theta$ fixed while $l$ grows, so that $\theta=x/\lambda$ shrinks. Three small effects then have to be collected.

First, $\sin\theta/\theta=1-\theta^2/6+\dots$ gives $\sqrt{\theta/\sin\theta}=1+x^2/(12\lambda^2)+\dots$.

Second, $q\approx\tfrac1{12}$ turns $\lambda^2$ into $\lambda^2+\tfrac1{12}$. The argument of $J_0$ becomes $\theta\sqrt{\lambda^2+1/12}=x+x/(24\lambda^2)+\dots$, and $J_0'=-J_1$.

Third, the rest of $q$ is of order $\theta^2=x^2/\lambda^2$. With $s=y/\lambda$, both $K$ and $ds$ carry a factor $1/\lambda$, so this part enters at $\lambda^{-4}$. The result is

$$P_l(\cos\theta)=J_0(x)+\frac1{\lambda^2}\left[\frac{x^2}{12}J_0(x)-\frac{x}{24}J_1(x)\right]+O(\lambda^{-4}).$$

There is no $1/\lambda$ term. Now try another length, $l+a$. Its argument is $(l+a)\theta=x+(a-\tfrac12)x/\lambda$, so

$$J_0((l+a)\theta)-P_l(\cos\theta)=\left(\tfrac12-a\right)\frac{xJ_1(x)}\lambda+O(\lambda^{-2}).$$

With $a=0$ the first-order error is $xJ_1(x)/(2\lambda)$; with $a=\tfrac12$ it vanishes. The largest absolute errors for $0<x\le5$ are:

| $l$ | $J_0(l\theta)$ | $J_0(\lambda\theta)$ |
|---|---|---|
| 10 | 0.071 | 0.0049 |
| 20 | 0.038 | 0.0013 |
| 40 | 0.020 | 0.00032 |
| 80 | 0.010 | 0.000082 |

Doubling $l$ roughly halves the first error and quarters the second.

**Q.** Can I check the second-order bracket by hand?

**A.** Yes, close to the pole. Insert $P=1+c\,\theta^2$ into the Legendre equation. At $\theta=0$, $P''=2c$ and $\cot\theta\,P'\to2c$, so $c=-l(l+1)/4$ and

$$P_l\approx1-\frac{l(l+1)\theta^2}4=1-\frac{x^2}4+\frac{x^2}{16\lambda^2}.$$

In the bracket, $J_0\to1$ and $J_1\to x/2$, which gives $x^2/12-x^2/48=x^2/16$. The two agree.

This limit also shows where $\kappa$ has the advantage. The plain function $J_0(\kappa\theta)=1-\kappa^2\theta^2/4+\dots$ reproduces the $\theta^2$ term completely, whereas $J_0(\lambda\theta)$ misses it by $\theta^2/16$. So $\lambda$ is not the better choice for every approximation at every angle.

**Q.** What happens away from the pole, at an angle I might set on a detector?

**A.** There the error of the bare $l$ is worse than first order. Keep $\theta$ fixed and use $J_0(z)\approx\sqrt{2/(\pi z)}\cos(z-\pi/4)$ for large $z$:

$$P_l(\cos\theta)\approx\sqrt{\frac2{\pi\lambda\sin\theta}}\;\cos\left(\lambda\theta-\frac\pi4\right).$$

Using $l$ instead changes the phase to $l\theta=\lambda\theta-\theta/2$. The shift $\theta/2$ contains no $l$, so a larger quantum number does not cure it. A relative error $1/(2\lambda)$ in the wave number, multiplied by a phase $\lambda\theta$, is a finite phase error.

For $l=10$ the values are:

| $\theta$ (rad) | $P_{10}$ | $J_0(\lambda\theta)$ | same, with root | $J_0(l\theta)$ with root |
|---|---|---|---|---|
| 0.3 | −0.3093 | −0.3066 | −0.3089 | −0.2620 |
| 2.0 | 0.0514 | 0.0366 | 0.0542 | 0.2477 |

"Root" means the factor $\sqrt{\theta/\sin\theta}$. At $2$ rad the phase error from using $l$ is $1$ rad, and the value is off by $0.196$. With $\lambda$ and the root it is off by $0.003$. The root is needed here, since without it the error is $0.015$.

To follow the trend, take the largest error of the form with the root between $0.2$ and $2$ rad and multiply it by $\sqrt\lambda$, which removes the decay of the envelope. For $l=10,40,160$ the bare length gives $0.70$, $0.77$, $0.80$, so the error relative to the envelope does not die out; the absolute error shrinks only as the envelope does, as $\lambda^{-1/2}$. The length $\lambda$ gives $0.0094$, $0.0025$, $0.00062$, falling as $1/\lambda$.

**Q.** And $\kappa$? Its phase error must vanish too, since it differs from $\lambda$ by only $1/(8\lambda)$.

**A.** It vanishes, but it is larger than that of $\lambda$. To see this we need the leading effect of $q$ on the phase. Try

$$W=J_0(\lambda\theta)-\frac{B(\theta)}\lambda J_1(\lambda\theta).$$

Let $D=d^2/d\theta^2+\theta^{-1}d/d\theta+\lambda^2$. Then $DJ_0=0$ and $DJ_1=J_1/\theta^2$. With $dJ_1(\lambda\theta)/d\theta=\lambda J_0-J_1/\theta$, the product rule gives

$$D(BJ_1)=2\lambda B'J_0+\left(B''-\frac{B'}\theta+\frac B{\theta^2}\right)J_1,$$

$$DW+qW=(q-2B')J_0-\frac1\lambda\left(B''-\frac{B'}\theta+\frac B{\theta^2}+qB\right)J_1 .$$

Choose $B'=q/2$ with $B(0)=0$, which removes the leading term. Since $\int d\theta/\sin^2\theta=-\cot\theta$ and $-\int d\theta/\theta^2=1/\theta$,

$$B(\theta)=\frac18\left(\frac1\theta-\cot\theta\right)=\frac\theta{24}+\dots$$

The remaining bracket is finite at the pole, because the linear part of $B$ cancels between $-B'/\theta$ and $B/\theta^2$. It is multiplied by $1/\lambda$, and the kernel $K$ supplies another $1/\lambda$. The remaining error is $O(\lambda^{-2})$ relative to the envelope.

To first order in $B/\lambda$, $W=J_0(\lambda\theta+B/\lambda)$. The wave therefore runs slightly ahead of $\lambda\theta$: $B$ is positive because $\sin\theta<\theta$ makes $q$ positive. The choice $\kappa\theta=\lambda\theta-\theta/(8\lambda)$ moves the phase the wrong way. To leading order the phase shortfalls are

$$\text{with }\lambda:\ \frac{B}{\lambda},\qquad
\text{with }\kappa:\ \frac{B+\theta/8}{\lambda}.$$

At small $\theta$ these are $\theta/(24\lambda)$ and $\theta/(6\lambda)$, a factor of four. The ratio $1+\theta/(8B)$ falls as the angle grows, to about $3.1$ at $2$ rad, and in the scaled error at $l=160$, $\kappa$ gives $0.0019$ against $0.00062$ for $\lambda$. Nor is $\lambda$ the best constant: $\sqrt{\lambda^2+\tfrac1{12}}=\sqrt{l(l+1)+\tfrac13}$ leaves only the shortfall $(B-\theta/24)/\lambda$.

**Q.** Is there a single observable that puts the three lengths side by side?

**A.** The nodes do, since the factor $\sqrt{\theta/\sin\theta}$ cannot move them. Let $j_{0,k}$ be the $k$-th zero of $J_0$. Away from the opposite pole $\theta=\pi$, a node lies where $\lambda\theta+B(\theta)/\lambda\approx j_{0,k}$, with a remaining phase error of order $\lambda^{-2}$ or smaller. The starting value is $\theta_0=j_{0,k}/\lambda$, and one correction gives

$$\theta_k\approx\theta_0-\frac{B(\theta_0)}{\lambda^2}
=\theta_0-\frac1{8\lambda^2}\left(\frac1{\theta_0}-\cot\theta_0\right).$$

The first node of $P_{10}(\cos\theta)$ is at $0.228944$ rad. The estimates are:

| Estimate | Angle (rad) | Error (rad) |
|---|---|---|
| $j_{0,1}/l$ | 0.240483 | 0.0115 |
| $j_{0,1}/\kappa$ | 0.229291 | 0.00035 |
| $j_{0,1}/\lambda$ | 0.229031 | 0.000087 |

The bare length misplaces the node by $5\%$ of its angle, and $\lambda$ by $0.04\%$. The errors of $\kappa$ and $\lambda$ stand in the ratio of four found above. With the $B$ correction the estimate agrees with the node to better than $10^{-6}$ rad. The check's output below gives the next two nodes as well.

**Q.** When should I not trust $j+\tfrac12$?

**A.** For zero projection there are two main limits. The first is small quantum numbers. For $j=0$ the length $\kappa$ is zero while $\lambda=\tfrac12$, so a half-shifted arrow has no meaning as a length. In the example with $j_1=2$ and $j_2=3$, the cosine was still off by $15\%$ of its value.

The second is the opposite pole. As $\theta\to\pi$, both $\sqrt{\theta/\sin\theta}$ and $B$ diverge, and $B\approx1/[8(\pi-\theta)]$. The correction $B/\lambda\approx1/[8\lambda(\pi-\theta)]$ is negligible when $\lambda(\pi-\theta)\gg1$, is about $\tfrac18$ rad when that product is $1$, and grows without bound as it goes to zero. Close to that pole, use $P_l(-z)=(-1)^lP_l(z)$ with $z=\cos\theta$ and expand about the other pole:

$$P_l(\cos\theta)\approx(-1)^l\sqrt{\frac{\pi-\theta}{\sin\theta}}\;J_0\bigl(\lambda(\pi-\theta)\bigr).$$

All of this was for zero projection. For projection $m$ the equation gains $-m^2/\sin^2\theta$, the flat wave is $J_m$, and $q$ becomes $(\tfrac14-m^2)(1/\sin^2\theta-1/\theta^2)$. For $|m|\ge1$ this is negative, and $\kappa$ can be the closer wave number: at $m=1$, $\lambda^2+q\to l(l+1)$ near the pole. For $m$ comparable to $l$ this Bessel form fails for either length.

In practice, keep $\sqrt{j(j+1)}$ where the formula asks for the length itself. For the wave number in the oscillating approximation with its amplitude factor, both $\kappa$ and $j+\tfrac12$ remove the finite phase error when the projection is small; $l+\tfrac12$ is the closer of the two for the Legendre wave with $m=0$. The bare $j$ leaves a first-order error in the length and, at fixed angle, a phase error that survives at large $l$.

## Computed values

```
l = 10: bare length l = 10.0000 hbar
l = 10: exact length kappa = 10.488088 hbar
l = 10: half-shifted length lam = 10.5000 hbar
l = 10: lam - kappa = 0.011912, 1/(8 lam) = 0.011905 hbar
l = 5: squared wave number from Legendre u''/u at 2 rad = 30.25000000
l = 5: l(l+1) = 30, (l+1/2)^2 = 30.25
Near the pole, max error of J0(k t) for 0 < lam*t <= 5:
  l =  10: k=l 7.129e-02, k=l+1/2 4.855e-03
  l =  20: k=l 3.829e-02, k=l+1/2 1.263e-03
  l =  40: k=l 1.981e-02, k=l+1/2 3.229e-04
  l =  80: k=l 1.007e-02, k=l+1/2 8.170e-05
  observed orders: k=l 0.985, k=l+1/2 2.001
Fixed angles 0.2 to 2 rad, sqrt(lam)*max error of sqrt(t/sin t) J0(k t):
  l =  10: k=l 0.7025, k=kappa 2.894e-02, k=l+1/2 9.394e-03, with B term 2.045e-04
  l =  40: k=l 0.7706, k=kappa 7.622e-03, k=l+1/2 2.465e-03, with B term 1.713e-05
  l = 160: k=l 0.8005, k=kappa 1.913e-03, k=l+1/2 6.177e-04, with B term 1.180e-06
l = 10, angle 0.3 rad: P_l = -0.309274
  J0(l t) = -0.260052, J0(lam t) = -0.306621
  with sqrt(t/sin t): k=l -0.262016, k=lam -0.308936
  phase error from using l: 0.150 rad
l = 10, angle 2.0 rad: P_l = 0.051350
  J0(l t) = 0.167025, J0(lam t) = 0.036579
  with sqrt(t/sin t): k=l 0.247709, k=lam 0.054249
  phase error from using l: 1.000 rad
First zeros of P_10(cos t), in rad:
  1: exact 0.2289443, k=l 0.2404826, k=kappa 0.2292911
     k=lam 0.2290310, k=lam with B shift 0.2289441
  2: exact 0.5255197, k=l 0.5520078, k=kappa 0.5263188
     k=lam 0.5257217, k=lam with B shift 0.5255193
  3: exact 0.8238387, k=l 0.8653728, k=kappa 0.8251006
     k=lam 0.8241646, k=lam with B shift 0.8238380
Cosine between j1=2n and j2=3n coupled to J=4n:
  n =  1: exact 0.117851, bare 0.250000, half-shifted 0.100000
  n =  1 angles: exact 83.23, bare 75.52, half-shifted 84.26 deg
  n = 16: exact 0.238582, bare 0.250000, half-shifted 0.238462
  n = 32: exact 0.244217, bare 0.250000, half-shifted 0.244186
  observed orders: bare 0.981, half-shifted 1.969
```
